# Davis's Compressive-Stress Law for Ion-Bombarded Films: Derivation and Limits: test program

```python
"""Davis law for compressive stress in a film grown under ion bombardment:
    stress = K sqrt(E) / (R/j + b E^(5/3))
E ion energy, R flux of buried film atoms, j ion flux.
sqrt(E): atoms implanted per ion; b E^(5/3): thermally activated hops per ion
in a point thermal spike. Tests use direct quadrature of the spike, classical
scattering integrals, a transport equation and Hooke's law.
Working units: eV, nm, ps; stresses in GPa.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

# Rough round parameters for hard amorphous carbon
density = 100.0          # atoms per nm^3
diffusivity = 0.5        # thermal diffusivity, nm^2/ps
attempt = 10.0           # attempt frequency, 1/ps
barrier = 3.0            # relaxation barrier, eV
flux_ratio = 5.0         # R/j
implant_cost = 50.0      # energy lost in one layer per implanted atom, eV
young, poisson = 200.0, 0.2
added_volume = 1.0       # atomic volumes per implanted atom
ambient_K = 350.0
start_radius = 0.3       # nm, initial Gaussian radius of a blurred spike
adhesion = 5.0           # J/m^2
growth_rate = 0.5        # nm/s
k_eV = const.k / const.e

# ---------- classical scattering and nuclear stopping, equal masses ----------
nodes, weights = np.polynomial.legendre.leggauss(100)
nodes, weights = (nodes + 1) / 2, weights / 2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9      # nm
Z = 6
screen = 0.8854 * bohr / (2 * Z**0.23)
amp = np.array([0.18175, 0.50986, 0.28022, 0.028171])
dec = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def screened(r):
    """Universal screened carbon-carbon repulsion."""
    return Z**2 * coulomb / r * sum(a * np.exp(-d * r / screen)
                                  for a, d in zip(amp, dec))


def screened_slope(r):
    return -screened(r) / r - Z**2 * coulomb / r * sum(
        a * d / screen * np.exp(-d * r / screen) for a, d in zip(amp, dec))


def scattering_angle(closest, com_energy, potential):
    """Centre-of-mass angle as a function of the distance of closest approach."""
    w = nodes[None, :]
    u = 1 - w**2
    r0 = closest[:, None]
    b2 = 1 - potential(r0) / com_energy
    radial = 1 - potential(r0 / u) / com_energy - b2 * u**2
    integral = np.sum(weights * 2 * w / np.sqrt(radial), axis=1)
    return np.pi - 2 * np.sqrt(b2[:, 0]) * integral


def stopping(energy, potential, slope):
    """Integral of transferred energy over impact area, eV nm^2."""
    com = energy / 2
    rmin = brentq(lambda r: potential(r) - com, 1e-4, 10.0)
    r0 = rmin / nodes
    angle = scattering_angle(r0, com, potential)
    area_slope = 2 * r0 * (1 - potential(r0) / com) - r0**2 * slope(r0) / com
    return energy * np.pi * np.sum(
        weights * np.sin(angle / 2)**2 * area_slope * rmin / nodes**2)


# Quadrature of the angle against the closed Coulomb result
r_test = np.array([0.02, 0.1, 0.5])
v_test = coulomb / r_test
b_test = r_test * np.sqrt(1 - v_test / 100.0)
assert np.allclose(scattering_angle(r_test, 100.0, lambda r: coulomb / r),
                   2 * np.arctan(coulomb / (200.0 * b_test)), rtol=1e-6)


# An inverse fourth-power repulsion gives stopping proportional to sqrt(E)
def quartic(r):
    return 1e-3 / r**4


def quartic_slope(r):
    return -4e-3 / r**5


ratio4 = stopping(400.0, quartic, quartic_slope) / stopping(
    100.0, quartic, quartic_slope)
assert abs(ratio4 - 2) < 1e-4


def carbon_stopping(energy):
    return stopping(energy, screened, screened_slope)


def log_slope(function, energy, factor=1.05):
    return np.log(function(energy * factor) / function(energy / factor)) / (
        2 * np.log(factor))


mean_exponent = np.log10(carbon_stopping(200.0) / carbon_stopping(20.0))
assert 0.3 < mean_exponent < 0.6


def implanted_screened(energy):
    return density**(2 / 3) * carbon_stopping(energy) / implant_cost


implant_coeff = implanted_screened(100.0) / np.sqrt(100.0)


def implanted_root(energy):
    return implant_coeff * np.sqrt(energy)


# ---------- thermal spike ----------
r_s, t_s, D_s = sp.symbols("r t D", positive=True)
kernel = sp.exp(-r_s**2 / (4 * D_s * t_s)) / (4 * sp.pi * D_s * t_s)**sp.Rational(3, 2)
residual = sp.diff(kernel, t_s) - D_s / r_s**2 * sp.diff(
    r_s**2 * sp.diff(kernel, r_s), r_s)
assert sp.simplify(residual / kernel) == 0
assert sp.simplify(sp.integrate(4 * sp.pi * r_s**2 * kernel,
                                (r_s, 0, sp.oo)) - 1) == 0


def spike_hops(q, ambient=0.0, radius=0.0, image=1, once=False, dim=3,
               centre=False):
    """Direct space-time quadrature of activated hops.
    ambient: background kT; radius: initial blur; image=2: spike at an
    insulating surface; once: each atom counts at most once;
    dim=2: line spike, with q the energy per length."""
    hot_volume = q / (3 * density * barrier)
    length = hot_volume**(1 / dim)
    life = length**2 / (4 * np.pi * diffusivity)
    log_t = np.linspace(-14, 6, 500)
    t = life * np.exp(log_t)
    r = np.linspace(0, 3.5 * length + 4 * radius, 500)
    spread = (4 * diffusivity * t + radius**2)[None, :]
    kT = image * q / (3 * density * (np.pi * spread)**(dim / 2)) * np.exp(
        -r[:, None]**2 / spread) + ambient + 1e-300
    base = np.exp(-barrier / ambient) if ambient > 0 else 0.0
    rate = attempt * (np.exp(-barrier / kT) - base)
    per_atom = trapezoid(rate * t, log_t, axis=1)
    if centre:
        return per_atom[0]
    if once:
        per_atom = -np.expm1(-per_atom)
    shell = 4 * np.pi * r**2 if dim == 3 else 2 * np.pi * r
    return density * trapezoid(shell * per_atom, r) / image


pure_number = (2 / 3) * gamma(5 / 3) * 0.6**1.5 / (4 * np.pi * 3**(5 / 3))
hop_coeff = pure_number * attempt * density**(-2 / 3) / diffusivity
b_coeff = hop_coeff / barrier**(5 / 3)


def hops_formula(energy):
    return b_coeff * energy**(5 / 3)


for energy in (30.0, 150.0, 900.0):
    assert abs(spike_hops(energy) / hops_formula(energy) - 1) < 3e-4
line_exponent = log_slope(lambda q: spike_hops(q, dim=2), 100.0)
assert abs(line_exponent - 2) < 1e-3

# ---------- elastic response of a clamped film ----------
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))
free_strain = 0.01
# Unknowns: in-plane stress and total normal strain; normal stress is zero
matrix = np.array([[1.0, -lame], [0.0, lame + 2 * shear]])
rhs = np.array([-(3 * lame + 2 * shear) * free_strain,
                (3 * lame + 2 * shear) * free_strain])
plane_stress, normal_strain = np.linalg.solve(matrix, rhs)
biaxial = young / (1 - poisson)
assert abs(plane_stress + biaxial * free_strain) < 1e-10
stress_per_fraction = biaxial * added_volume / 3
K_coeff = stress_per_fraction * implant_coeff


def davis_stress(energy):
    return K_coeff * np.sqrt(energy) / (flux_ratio + b_coeff * energy**(5 / 3))


def general_stress(energy, implanted, hops):
    return stress_per_fraction * implanted(energy) / (flux_ratio + hops(energy))


def find_peak(implanted, hops):
    found = minimize_scalar(
        lambda x: -general_stress(np.exp(x), implanted, hops),
        bounds=(np.log(20.0), np.log(2000.0)), method="bounded",
        options={"xatol": 1e-6})
    return np.exp(found.x), -found.fun


peak_energy = (3 * flux_ratio / (7 * b_coeff))**0.6
peak_fraction = 7 * implanted_root(peak_energy) / (10 * flux_ratio)
peak_stress = stress_per_fraction * peak_fraction
num_energy, num_stress = find_peak(implanted_root, spike_hops)
assert abs(num_energy / peak_energy - 1) < 2e-3
assert abs(num_stress / peak_stress - 1) < 1e-3
assert abs(davis_stress(peak_energy) / peak_stress - 1) < 1e-10


def quadrature_stress(energy):
    return general_stress(energy, implanted_root, spike_hops)


assert abs(log_slope(quadrature_stress, 0.1) - 0.5) < 1e-3
assert abs(log_slope(quadrature_stress, 1e5) + 7 / 6) < 1e-3


# ---------- growth, mixing and relaxation in the active layer ----------
def buried_fraction(source, loss, mixing, cells=2000):
    """Finite-volume steady transport; fresh material enters without defects."""
    h = 1 / cells
    m = mixing / h
    diagonal = np.full(cells, (flux_ratio + 2 * m) / h + loss)
    diagonal[0] -= m / h
    diagonal[-1] -= m / h
    banded = np.zeros((3, cells))
    banded[0, 1:] = -m / h
    banded[1] = diagonal
    banded[2, :-1] = -(flux_ratio + m) / h
    return solve_banded((1, 1), banded, np.full(cells, source))[-1]


source = implanted_root(peak_energy)
loss = hops_formula(peak_energy)
mixed = buried_fraction(source, loss, 1000 * flux_ratio)
unmixed = buried_fraction(source, loss, 0.0)
plug_formula = source / loss * (1 - np.exp(-loss / flux_ratio))
assert abs(mixed / peak_fraction - 1) < 2e-3
assert abs(unmixed / plug_formula - 1) < 1e-3
assert unmixed > 1.05 * mixed

# ---------- sizes of neglected effects ----------
hot_volume = peak_energy / (3 * density * barrier)
lifetime = hot_volume**(2 / 3) / (4 * np.pi * diffusivity)
centre_hops = spike_hops(peak_energy, centre=True)
assert abs(centre_hops / (gamma(5 / 3) * attempt * lifetime) - 1) < 1e-3


def hops_once(energy):
    return spike_hops(energy, once=True)


def hops_blurred(energy):
    return spike_hops(energy, radius=start_radius)


def hops_both(energy):
    return spike_hops(energy, radius=start_radius, once=True)


once_ratio = hops_once(peak_energy) / loss
blur_ratio = hops_blurred(peak_energy) / loss
once_slope = log_slope(hops_once, peak_energy)
blur_slope = log_slope(hops_blurred, peak_energy)
assert abs(hops_once(0.5) / hops_formula(0.5) - 1) < 0.02
assert 1 < log_slope(hops_once, 1e6) < 1.35
assert once_slope < 5 / 3 < blur_slope

ambient = k_eV * ambient_K
ambient_ratio = spike_hops(peak_energy, ambient=ambient) / loss
assert abs(ambient_ratio - 1 - 40 / 9 * ambient / barrier) < 0.005
surface_ratio = spike_hops(peak_energy, image=2) / loss
assert abs(surface_ratio / 2**(2 / 3) - 1) < 1e-3

peak_screened = find_peak(implanted_screened, spike_hops)
peak_once = find_peak(implanted_root, hops_once)
peak_blurred = find_peak(implanted_root, hops_blurred)
peak_all = find_peak(implanted_screened, hops_both)
assert peak_screened[0] < peak_energy
assert peak_once[0] > peak_energy and peak_blurred[0] > peak_energy

ion_flux = growth_rate * density / flux_ratio                # per nm^2 per s
overlap = ion_flux * hot_volume**(2 / 3) * lifetime * 1e-12
stored_density = peak_stress**2 / biaxial * 1e9              # J/m^3
critical_nm = adhesion / stored_density * 1e9
conductivity = 3 * density * 1e27 * const.k * diffusivity * 1e-6

# ---------- output ----------
print(f"atom density {density:.0f} nm^-3; diffusivity {diffusivity} nm^2/ps")
print(f"attempt frequency {attempt:.0f} ps^-1; barrier {barrier} eV")
print(f"R/j {flux_ratio}; implantation cost W {implant_cost:.0f} eV")
print(f"Young {young:.0f} GPa; Poisson {poisson}; beta {added_volume}")
print(f"implied thermal conductivity {conductivity:.2f} W/(m K)")
print(f"quartic repulsion: S(400 eV)/S(100 eV) = {ratio4:.5f}")
print(f"C-C stopping at 100 eV: {carbon_stopping(100.0):.4f} eV nm^2")
print(f"mean C-C stopping exponent, 20-200 eV: {mean_exponent:.3f}")
print(f"C-C stopping exponent at Davis peak: "
      f"{log_slope(carbon_stopping, peak_energy):.3f}")
print(f"implantation coefficient a: {implant_coeff:.5f} eV^-1/2")
print(f"pure number in g: {pure_number:.6f}")
print(f"hop coefficient g: {hop_coeff:.6f}")
print(f"b: {b_coeff:.4e} eV^-5/3")
print(f"spike quadrature/formula at 150 eV: "
      f"{spike_hops(150.0) / hops_formula(150.0):.6f}")
print(f"point-spike exponent by quadrature: {log_slope(spike_hops, 150.0):.5f}")
print(f"line-spike exponent by quadrature: {line_exponent:.5f}")
print(f"biaxial modulus {biaxial:.1f} GPa; K {K_coeff:.4f} GPa eV^-1/2")
print("E (eV) | implanted/ion | hops/ion | fraction | stress (GPa)")
for energy in (20.0, 50.0, 100.0, 200.0, 500.0, 1000.0):
    f = implanted_root(energy) / (flux_ratio + hops_formula(energy))
    print(f"{energy:.0f} | {implanted_root(energy):.4f} | "
          f"{hops_formula(energy):.4f} | {f:.5f} | {davis_stress(energy):.3f}")
print(f"peak energy: formula {peak_energy:.2f} eV, numerical {num_energy:.2f} eV")
print(f"peak: implanted/ion {source:.4f}, hops/ion {loss:.4f}")
print(f"peak defect fraction {peak_fraction:.5f}")
print(f"peak free linear strain {added_volume * peak_fraction / 3:.5f}")
print(f"peak compressive stress {peak_stress:.3f} GPa = "
      f"{peak_stress * 10:.2f} kbar")
print("Neglected effects, at the Davis peak energy unless a new peak is given")
print(f"spike time t1 {lifetime:.4f} ps; nu0*t1 {attempt * lifetime:.3f}")
print(f"hops of central atom h0 {centre_hops:.3f}")
print(f"one relaxation per atom: hops x {once_ratio:.3f}, "
      f"exponent {once_slope:.3f}")
print(f"initial radius {start_radius} nm: hops x {blur_ratio:.3f}, "
      f"exponent {blur_slope:.3f}")
print(f"background {ambient_K:.0f} K: hops x {ambient_ratio:.4f}")
print(f"spike at insulating surface: hops x {surface_ratio:.4f}")
print(f"no mixing: fraction {unmixed:.5f}, ratio to Davis "
      f"{unmixed / peak_fraction:.4f}")
for label, peak in (("screened stopping", peak_screened),
                    ("one relaxation per atom", peak_once),
                    ("initial spike radius", peak_blurred),
                    ("these three together", peak_all)):
    print(f"new peak, {label}: {peak[0]:.1f} eV, {peak[1]:.3f} GPa")
print(f"growth {growth_rate} nm/s: ion flux {ion_flux:.1f} nm^-2 s^-1")
print(f"spike overlap probability {overlap:.2e}")
print(f"adhesion {adhesion} J/m^2: critical thickness {critical_nm:.1f} nm")
print("every check passed")
```

It prints:

```
atom density 100 nm^-3; diffusivity 0.5 nm^2/ps
attempt frequency 10 ps^-1; barrier 3.0 eV
R/j 5.0; implantation cost W 50 eV
Young 200 GPa; Poisson 0.2; beta 1.0
implied thermal conductivity 2.07 W/(m K)
quartic repulsion: S(400 eV)/S(100 eV) = 2.00000
C-C stopping at 100 eV: 0.9625 eV nm^2
mean C-C stopping exponent, 20-200 eV: 0.391
C-C stopping exponent at Davis peak: 0.324
implantation coefficient a: 0.04147 eV^-1/2
pure number in g: 0.003567
hop coefficient g: 0.003311
b: 5.3062e-04 eV^-5/3
spike quadrature/formula at 150 eV: 1.000000
point-spike exponent by quadrature: 1.66667
line-spike exponent by quadrature: 2.00000
biaxial modulus 250.0 GPa; K 3.4560 GPa eV^-1/2
E (eV) | implanted/ion | hops/ion | fraction | stress (GPa)
20 | 0.1855 | 0.0782 | 0.03652 | 3.044
50 | 0.2933 | 0.3601 | 0.05471 | 4.559
100 | 0.4147 | 1.1432 | 0.06751 | 5.626
200 | 0.5865 | 3.6294 | 0.06797 | 5.664
500 | 0.9273 | 16.7135 | 0.04271 | 3.559
1000 | 1.3115 | 53.0620 | 0.02259 | 1.882
peak energy: formula 145.79 eV, numerical 145.79 eV
peak: implanted/ion 0.5007, hops/ion 2.1429
peak defect fraction 0.07010
peak free linear strain 0.02337
peak compressive stress 5.842 GPa = 58.42 kbar
Neglected effects, at the Davis peak energy unless a new peak is given
spike time t1 0.0473 ps; nu0*t1 0.473
hops of central atom h0 0.427
one relaxation per atom: hops x 0.906, exponent 1.603
initial radius 0.3 nm: hops x 0.317, exponent 2.825
background 350 K: hops x 1.0470
spike at insulating surface: hops x 1.5874
no mixing: fraction 0.08145, ratio to Davis 1.1618
new peak, screened stopping: 109.2 eV, 5.637 GPa
new peak, one relaxation per atom: 160.9 eV, 6.027 GPa
new peak, initial spike radius: 178.6 eV, 7.475 GPa
new peak, these three together: 145.6 eV, 6.939 GPa
growth 0.5 nm/s: ion flux 10.0 nm^-2 s^-1
spike overlap probability 1.41e-13
adhesion 5.0 J/m^2: critical thickness 36.6 nm
every check passed
```
